# A Lower Bound on the Gradient Line Integral over a Saddle, part 2

The problem is to judge trial paths for an atom migrating between two minima $A$ and $B$ of a smooth potential energy $V(\mathbf x)$, over a saddle $S$ with one descending direction. In Cartesian coordinates $\mathbf x$, the gradient is $\mathbf g=\nabla V$ and the force is $-\mathbf g$. A path has arc length $s$ and total length $L$, and $\theta$ is the angle between $\mathbf g$ and its tangent. The measure is an energy,

$$
J=\int_0^L|\mathbf g(\mathbf x(s))|\,ds .
$$

Subscripts on $V$ name the point; $V_{\rm top}$ is the greatest height on the path. The pass condition says that every path from $A$ to $B$ must reach at least the height $V_S$. If it holds, or if the path passes through $S$, then

$$
J\ge J_0,\qquad
J_0=(V_S-V_A)+(V_S-V_B)=2V_S-V_A-V_B .
$$

With $T=\int_0^L|dV/ds|\,ds$, the excess is

$$
J-J_0=(J-T)+2(V_{\rm top}-V_S)
+\left[T-(2V_{\rm top}-V_A-V_B)\right].
$$

The three terms are misalignment, overshoot and backtracking. (In $k_BT$ below, $T$ is the temperature.) The minimum-energy path joins the two downhill gradient lines from $S$, one ending at $A$ and the other at $B$; it attains $J=J_0$. Critical points, where $\mathbf g=0$, are called nondegenerate if their Hessian has no zero eigenvalue.

Two earlier examples return in the numerical output. On $V=-\cos x-\cos y$, in dimensionless units, the diagonal from $(0,0)$ to $(2\pi,2\pi)$ follows the gradient over a maximum, with $J=8$ equal to its own climb and descent. In the well $V=\frac12k|z|^2$, with complex position $z$, two straight gradient legs between radius $\rho$ and the bottom, at an angle $\alpha<90^\circ$, cost $k\rho^2$. A shortcut avoiding the bottom costs

$$
J_{\rm cut}=k\cdot2\cdot\frac{\rho^2}{2}\sin\frac{2\alpha}{2}
=k\rho^2\sin\alpha<k\rho^2 .
$$

The oxygen example uses eV and nm.

## An oxygen atom moving between two bond sites in silicon

In this half, $V$ is the potential energy, $\mathbf g$ its Cartesian gradient, and $J=\int|\mathbf g|\,ds$ along a path from minimum $A$ to minimum $B$. The saddle $S$ gives the lower bound $J_0=2V_S-V_A-V_B$, provided that every path reaches at least $V_S$. The excess $J-J_0$ is the sum of misalignment, $\int|\mathbf g|(1-|\cos\theta|)ds$, overshoot, $2(V_{\rm top}-V_S)$, and backtracking, the height variation beyond one climb to $V_{\rm top}$ and one descent. Here $\theta$ is the angle between path and gradient. Equality holds when the path follows the gradient up to $S$ and down from it.

Oxygen dissolved in silicon sits between two neighbouring Si atoms, and it migrates by moving from one such bond to the next. The two bonds share a Si atom, around which the oxygen swings. A planar model places this atom at the origin and uses polar coordinates $r,\phi$, with $u=\phi/\phi_0$:

$$
V=\tfrac12K[r-r_0(u)]^2+U(u),\qquad r_0(u)=R+c(1-u^2),
$$

$$
U(u)=E(1-u^2)^2+\frac D4(3u-u^3).
$$

The first term is the cost of stretching the Si–O bond, and $U$ is the energy along the valley. The parameters are $R=0.16$ nm, $c=0.01$ nm, $\phi_0=0.70$ rad, $K=3000$ eV/nm$^2$, $E=2.40$ eV and $D=0.30$ eV. The domain is the sector $|\phi|<\pi$ without the origin, so paths behind the Si atom are excluded.

With $q=r-r_0(u)$ and $r_0'(u)=-2cu$, the derivatives are

$$
\frac{\partial V}{\partial r}=Kq,\qquad
\frac{\partial V}{\partial\phi}
=\frac{1}{\phi_0}\left[2Kcuq+U'(u)\right],
$$

$$
U'(u)=-4Eu(1-u^2)+\tfrac34D(1-u^2)
=(1-u^2)\left(\tfrac34D-4Eu\right).
$$

A critical point needs $q=0$ from the first derivative, and then $U'=0$ from the second. The solutions are $u=-1$, which is $A$, $u=1$, which is $B$, and

$$
u_S=\frac{3D}{16E}=\frac{0.90}{38.4}=0.0234 .
$$

To identify them, let $\eta$ and $\sigma$ be small radial and tangential displacements from a critical point. Since $d\phi=d\sigma/r$, the valley has the slope $m=r_0'/(\phi_0r)$, and to second order

$$
V\simeq V_c+\tfrac12K(\eta-m\sigma)^2+\tfrac12\kappa\sigma^2,
\qquad \kappa=\frac{U''(u)}{\phi_0^2r^2},
$$

where $V_c$ is the energy at the critical point. The two squares are independent, so the sign of $\kappa$ decides. Differentiating $U'$ gives $U''(\pm1)=8E\mp\frac32D>0$ and $U''(u_S)=-4E(1-u_S^2)<0$. The outer points are minima and the middle one is a saddle. Its Hessian eigenvalues are $-678$ and $3000$ eV/nm$^2$.

The pass condition can be proved for this model. The angle changes continuously along a path in the sector, so a path from $A$ to $B$ crosses the ray $u=u_S$. On that ray $V=\frac12Kq^2+U(u_S)\ge U(u_S)=V_S$. The energies of the minima are $V_A=-0.15$ eV and $V_B=0.15$ eV, while $V_S=2.4026$ eV. The climb is $2.4026+0.15=2.5526$ eV and the descent is $2.4026-0.15=2.2526$ eV. As $V_A+V_B=0$,

$$
J_0=2V_S=2\times2.40264=4.8053\ {\rm eV}.
$$

A natural guess for the best path is the valley floor, $r=r_0(u)$. It passes through $A$, $S$ and $B$, and its height $U(u)$ rises steadily to $S$ and then falls steadily. It has no overshoot and no backtracking. On the floor, however, $q=0$, and the gradient is purely tangential, with magnitude $|U'|/(\phi_0r_0)$. The floor itself has a radial slope $m=-2cu/(\phi_0r_0)$, so it crosses the gradient at an angle wherever $m\ne0$ and $U'\ne0$. Its length element is

$$
ds=\sqrt{(r_0\phi_0)^2+(r_0')^2}\;du
=\phi_0r_0\sqrt{1+m^2}\;du .
$$

Multiplication by the gradient magnitude cancels $\phi_0r_0$. Since $\int_{-1}^{1}|U'|du=J_0$, the excess is

$$
J_{\rm floor}-J_0=\int_{-1}^{1}|U'(u)|
\left(\sqrt{1+m^2}-1\right)du=0.0239\ {\rm eV}.
$$

The size can be understood by setting $D=0$, $r_0\simeq R$ and $\sqrt{1+m^2}-1\simeq m^2/2$. With $m_1=2c/(\phi_0R)=0.179$, the integral becomes

$$
\frac{m_1^2}{2}\cdot2\int_0^1 4E\,u^3(1-u^2)\,du
=m_1^2\,4E\left(\frac14-\frac16\right)
=\frac{m_1^2E}{3}=0.026\ {\rm eV}.
$$

The excess grows as the square of the slope, because $1-\cos\theta\simeq\theta^2/2$ for small angles. This makes $J$ a forgiving measure near the optimum: a small excess permits an appreciable misalignment, particularly where the gradient is weak. The floor gives the correct barrier here because it passes through the saddle, although it is not the minimum-energy path.

The true gradient path was found by starting $10^{-5}$ nm on either side of $S$, along the eigenvector of the negative eigenvalue, and integrating the downhill flow. The two branches ended within $10^{-6}$ nm of $A$ and $B$. The line integral was then summed over short straight pieces, with the gradient taken at the middle of each. It gave $J=4.8053$ eV, and the test required agreement with $J_0$ to $10^{-4}$ eV.

The straight chord from $A$ to $B$, $0.206$ nm long, behaves very differently. It cuts inside the arc and compresses the Si–O bond. At its midpoint $u=0$ and $r=R\cos\phi_0=0.1224$ nm, while the valley lies at $0.17$ nm. The energy there is

$$
V=\tfrac12(3000)(0.0476)^2+2.40\simeq5.80\ {\rm eV}.
$$

The highest point of the chord is at $5.80$ eV. Taken as a barrier from $A$, this would give $5.95$ eV instead of $2.55$ eV. The chord has $J=20.44$ eV, and the excess over $J_0$ consists of $8.83$ eV of misalignment and $6.80$ eV of overshoot. There is no backtracking, since the height rises once and falls once.

A third trial path oscillates about the floor, $r=r_0(u)+a\sin[3\pi(u+1)]$ with $a=0.015$ nm. All three parts of its excess are present: $5.17$ eV of misalignment, $0.51$ eV of overshoot and $0.39$ eV of backtracking. With more digits kept, they add up to $6.068$ eV, and $J=4.805+6.068=10.873$ eV. Its top is just $0.25$ eV above the saddle, yet $J$ is more than twice $J_0$. The integral thus detects a poor path whose highest point is already close to the right height.

The bound was also tested on 200 random smooth paths. With $t$ running from $-1$ to $1$, they had the form

$$
u=t+(1-t^2)P(t),\qquad r=R+(1-t^2)Q(t),
$$

where $P$ and $Q$ were sums of Legendre polynomials up to degree four. Their coefficients were drawn from normal distributions with standard deviations $0.3$ for $P$ and $0.01$ nm for $Q$. The smallest value found was $J=4.96$ eV, above $J_0$.

For a search without knowledge of the saddle, $J$ can be minimised directly. The trial path was $r=R+(0.01\ {\rm nm})(1-u^2)\sum_{k=0}^{7}a_kP_k(u)$, with Legendre polynomials $P_k$. It started from $a_0=-3.5$ and all other coefficients zero, a path well inside the arc with $J=19.05$ eV. Minimisation brought $J$ down to about $2\times10^{-5}$ eV above $J_0$. A root search for $\mathbf g=0$, started from the highest sampled point, then reached $S$; the test required a distance below $10^{-7}$ nm.

The sampled top of this path lies $10^{-6}$ eV below $V_S$, which seems to contradict the pass condition. The reason is the sampling. The points are spaced by $0.001$ in $u$, and the nearest one to $u_S=0.02344$ is $u=0.023$, a distance $\delta=0.00044$ away. Its energy is lower by about $\frac12|U''(u_S)|\delta^2=\frac12(9.6)(0.00044)^2\simeq9\times10^{-7}$ eV, and its distance from the saddle is about $\phi_0r\delta=0.7\times0.17\times0.00044\simeq5\times10^{-5}$ nm. Both agree with the computed values. The continuous path does reach the saddle height.

Sampling matters more when a path is represented by a few images. The bound belongs to the integral, and a coarse sum can violate it. On the surface $V=-\cos x-\cos y$, for example, a single straight segment between the minima $(0,0)$ and $(2\pi,0)$ has its midpoint at the saddle. The midpoint rule then multiplies the length by a zero gradient and returns $J=0$. The number of images must be increased until $J$ settles before it is compared with a climb and descent.

The coordinates also need a fixed convention. For several atoms, $\mathbf x$ contains the Cartesian coordinates of all atoms that may move. If no atom is held fixed, the energy does not change when the whole system is translated, or when a free molecule is rotated. The Hessian then has zero eigenvalues for these motions. The bound still holds, but the condition of nondegenerate critical points, used in the discussion of equality, can apply only to the remaining directions. In mass-weighted coordinates $y_i=\sqrt{m_i}\,x_i$, the gradient components become $g_i/\sqrt{m_i}$, and $\sum_i(g_i/\sqrt{m_i})\,dy_i=\sum_i g_i\,dx_i=dV$. The proof of the bound therefore goes through with the new lengths, and $J_0$ is unchanged. With unequal masses, however, the value of $J$ for a given path and the gradient lines themselves generally change. The gradient and the path length must be taken in the same coordinates.

The barrier is usually wanted for a hop rate. In classical transition-state theory, the rate from $A$ is the mean one-way speed across the ridge times the probability density of being there. For mass $m_{\rm O}$ and thermal energy $k_BT$, that speed factor is $\sqrt{k_BT/(2\pi m_{\rm O})}$. Let $\lambda_1,\lambda_2$ be the Hessian eigenvalues at $A$ and $\lambda_\perp$ the positive one at $S$. Gaussian integrals over the ridge and over the well give

$$
\Gamma=\sqrt{\frac{k_BT}{2\pi m_{\rm O}}}\,
\frac{\sqrt{2\pi k_BT/\lambda_\perp}}
{2\pi k_BT/\sqrt{\lambda_1\lambda_2}}\,
e^{-(V_S-V_A)/k_BT}
=\frac{1}{2\pi}\sqrt{\frac{\lambda_1\lambda_2}{m_{\rm O}\lambda_\perp}}\,
e^{-(V_S-V_A)/k_BT}.
$$

At $1273$ K, $k_BT=0.1097$ eV and the exponent is $-2.5526/0.1097=-23.27$. The prefactor is $1.55\times10^{13}$ s$^{-1}$, and the rate is about $1.2\times10^3$ s$^{-1}$. This is the rate of the planar model, not a prediction for real silicon. The measured diffusion coefficient of oxygen, about $0.13\,e^{-2.53\,{\rm eV}/k_BT}$ cm$^2$ s$^{-1}$, corresponds to about $3\times10^4$ s$^{-1}$ for a hop to one given neighbouring bond at this temperature, nearly thirty times the model value. The conversion takes uncorrelated hops to six neighbouring bond centres at a distance $d=0.192$ nm, for which the diffusion coefficient is $6\Gamma d^2/6=\Gamma d^2$. Most of the difference lies in the prefactor, $0.13\ {\rm cm^2\,s^{-1}}/d^2\simeq3.5\times10^{14}$ s$^{-1}$, about 23 times the model's; the barrier difference of $0.023$ eV gives only a factor of about $1.2$. The model does not reproduce this prefactor, and the recoil and out-of-plane effects sized below are too small to supply it. An error $\Delta$ in the barrier changes the rate by $e^{-\Delta/k_BT}$, so taking the barrier from the wavy path's top, which is $0.25$ eV too high, would lower it by a factor of about ten.

Quantum corrections are small at this temperature. With $x=\hbar\omega/(2k_BT)$, the ratio of quantum to classical partition functions is $x/\sinh x$ for a stable harmonic mode. The standard continuation to an inverted parabola gives $x/\sin x$. Dividing the saddle factors by those of the well raises the rate by about 2%. The continuation diverges at $x=\pi$, which for the barrier mode corresponds to $78$ K; it cannot be used at or below that temperature, and it is unreliable just above it, where it grows steeply (to $3.8$ at $100$ K and $34$ at $80$ K).

For real interstitial oxygen in silicon, the migration barrier is roughly $2.5$ eV, and the model was set to lie near it. The bond length and stretching stiffness are also rough typical values, while $\phi_0$ and $c$, which shape the valley, are illustrative choices. The site difference of $0.30$ eV is not typical of a perfect crystal, where neighbouring bond sites are equivalent; it stands for a strongly disturbed region. With $D=0$ and the other parameters held fixed, the climb and descent would both be $2.40$ eV. The model also fixes the Si atom and confines the oxygen to a plane. If the Si atom recoiled as a free partner of mass $M$, the reduced mass would raise the rate by $\sqrt{1+m_{\rm O}/M}=1.25$, equivalent to a barrier change of $0.025$ eV. A twofold change of the missing out-of-plane frequency between site and saddle would count as $0.076$ eV. Relaxation of the surrounding lattice can change the barrier itself, and this model cannot size that effect, because $E$ was chosen to match a rough barrier that already includes it. None of these corrections affects the inequality, which holds on whatever smooth energy surface is used, under the conditions stated. The computed values are collected in the numerical output.

## Values computed for the example and the checks

```
R = 0.160 nm; c = 0.010 nm; phi0 = 0.70 rad
K = 3000 eV/nm^2; E = 2.40 eV; D = 0.30 eV
distance A to B = 0.2061 nm
saddle: u = 0.02344, r = 0.16999 nm
V_A, V_B, V_S = -0.15000, 0.15000, 2.40264 eV
climb = 2.55264 eV; descent = 2.25264 eV
lower bound J0 = 4.80527 eV
Hessian eigenvalues at A = [1474.1 3188.1] eV/nm^2
Hessian eigenvalues at B = [1409.9 3180.5] eV/nm^2
Hessian eigenvalues at S = [-677.6 3000. ] eV/nm^2
flood test margin about V_S = 0.02 eV
wavy path radial amplitude = 0.015 nm
Path: J, top height, misalignment, overshoot, backtracking (eV)
gradient path: 4.8053, 2.4026, 0.0000, 0.0000, 0.0000
valley floor: 4.8292, 2.4026, 0.0239, 0.0000, 0.0000
straight chord: 20.4369, 5.8035, 8.8300, 6.8016, 0.0000
wavy path: 10.8729, 2.6563, 5.1663, 0.5073, 0.3940
floor misalignment from 1D integral = 0.02391 eV
random paths tested = 200
smallest J among random paths = 4.9601 eV
minimization: starting J = 19.0506 eV
minimization: final J = 4.80529 eV
minimization: final J - J0 = 0.000021 eV
its top height minus V_S = -0.000001 eV
its top-to-saddle distance = 0.000052 nm
root-to-saddle distance = 4.3e-19 nm
path over a maximum: J = 8.00000 (model energy unit)
its own climb + descent = 8.00000 (same unit)
corner angle = 60 degrees
two gradient legs = 1.00000 k rho^2
corner shortcut = 0.86603 k rho^2
temperature = 1273 K; kT = 0.10970 eV
attempt frequency = 1.547e+13 1/s
classical hop rate A to B = 1.212e+03 1/s
harmonic quantum rate factor = 1.0213 (no unit)
tunnelling crossover temperature = 77.7 K
free-host recoil rate factor = 1.2529 (no unit)
recoil as barrier shift = 0.0247 eV
factor-two frequency change = 0.0760 eV
```
